# Independent-particle response from Green functions in imaginary time and minimax grids

## Two sites, two electrons

Take two sites joined by a hopping amplitude $-b$, with $b>0$, and place two electrons of opposite spin in the lower orbital. The orbitals and the transition energy are

$$
\psi_1=\tfrac{1}{\sqrt2}(1,1),\qquad \psi_2=\tfrac{1}{\sqrt2}(1,-1),\qquad \Delta=\varepsilon_2-\varepsilon_1=b-(-b)=2b .
$$

Hartree atomic units are used throughout. Put the chemical potential $\mu=0$ midway between the levels. For $\tau>0$ define one matrix that carries an added electron forward and one that carries a hole:

$$
G(i\tau)=-\psi_2\psi_2^{T}e^{-b\tau}=-\tfrac12\begin{pmatrix}1&-1\\-1&1\end{pmatrix}e^{-b\tau},
\qquad
G(-i\tau)=\psi_1\psi_1^{T}e^{-b\tau}=\tfrac12\begin{pmatrix}1&1\\1&1\end{pmatrix}e^{-b\tau}.
$$

Multiply them element by element, not as matrices, and include a factor 2 for spin:

$$
\chi_0(i\tau)=-\tfrac12\begin{pmatrix}1&-1\\-1&1\end{pmatrix}e^{-\Delta\tau}.
$$

The cosine transform needs one integral:

$$
2\int_0^\infty\cos(\omega\tau)e^{-\Delta\tau}d\tau
=2\,\mathrm{Re}\frac{1}{\Delta-i\omega}=\frac{2\Delta}{\Delta^2+\omega^2}.
$$

Hence

$$
\chi_0(i\omega)=-\frac{\Delta}{\Delta^2+\omega^2}\begin{pmatrix}1&-1\\-1&1\end{pmatrix}.
$$

This can be checked at $\omega=0$ without Green functions. Apply potentials $(v,-v)$. The lower eigenvector of $\begin{pmatrix}v&-b\\-b&-v\end{pmatrix}$ gives the first site the population $1-v/\sqrt{v^2+b^2}\approx1-v/b$. The formula gives $\delta n_1=-(1/\Delta)(v+v)=-v/b$, which agrees. A constant potential gives no response, because each row of the matrix sums to zero.

With a single $\Delta$, one time point would suffice: any exponential can be scaled to the right value. The grid problem begins when the same few times must serve many values of $\Delta$.

## The product for any gapped system

Consider independent electrons at zero temperature in a closed shell. Occupied orbitals are labelled $i$, empty ones $a$, and $\mu$ lies in a nonzero gap. The Green function $G=-\langle T\psi\psi^\dagger\rangle$ per spin is, for $\tau>0$,

$$
G(r,r',i\tau)=-\sum_a\psi_a(r)\psi_a^*(r')e^{-(\varepsilon_a-\mu)\tau},
$$
$$
G(r',r,-i\tau)=\sum_i\psi_i(r')\psi_i^*(r)e^{-(\mu-\varepsilon_i)\tau}.
$$

The minus sign in the first line comes from the definition. The second line has the opposite sign because time ordering exchanges two fermion operators.

The response in imaginary time is minus the connected density correlation, $-\langle\delta n(r)e^{-(H-E_0)\tau}\delta n(r')\rangle$. Acting on the ground-state determinant, $\delta n(r')$ creates only single excitations $i\to a$, with amplitude $\psi_a^*(r')\psi_i(r')$ and energy $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. The operator $\delta n(r)$ removes the excitation with amplitude $\psi_i^*(r)\psi_a(r)$. With $\rho_{ia}(r)=\psi_i^*(r)\psi_a(r)$ and two spins,

$$
\chi_0(r,r',i\tau)=-2\sum_{ia}\rho_{ia}(r)\rho_{ia}^*(r')e^{-\Delta_{ia}\tau}.
$$

Since $e^{-\Delta_{ia}\tau}=e^{-(\varepsilon_a-\mu)\tau}e^{-(\mu-\varepsilon_i)\tau}$, the double sum separates:

$$
\boxed{\chi_0(r,r',i\tau)=2G(r,r',i\tau)G(r',r,-i\tau)} .
$$

The value of $\mu$ inside the gap cancels. A test against a many-electron calculation on four sites, with complex hopping, confirms the product to rounding error.

Summing over $r$ produces the overlap $\sum_r\psi_i^*(r)\psi_a(r)=0$, so particle number is conserved at each time separately. Summing over $r'$ produces the conjugate overlap, so a constant potential gives no response. No choice of time grid can spoil either property.

## From time to frequency

For $\omega>0$, $\chi_0(i\omega)$ is the response to a real potential growing as $v(r)e^{\omega t}$. To first order, an occupied orbital acquires the empty component $c_{ai}e^{\omega t}$, apart from its own phase. The Schrödinger equation gives

$$
i\omega c_{ai}=\Delta_{ia}c_{ai}+v_{ai}
\quad\Rightarrow\quad c_{ai}=\frac{v_{ai}}{i\omega-\Delta_{ia}} .
$$

Mixing between two occupied orbitals does not change the density. The same equation gives $c_{ji}=v_{ji}/(i\omega-\varepsilon_j+\varepsilon_i)$ and $c_{ij}^*=-c_{ji}$, so the two contributions cancel. The density change $2\sum_{ia}(\rho_{ia}c_{ai}+\text{c.c.})$ therefore yields

$$
\chi_0(r,r',i\omega)=2\sum_{ia}\left[\frac{\rho_{ia}(r)\rho_{ia}^*(r')}{i\omega-\Delta_{ia}}
-\frac{\rho_{ia}^*(r)\rho_{ia}(r')}{i\omega+\Delta_{ia}}\right].
$$

The first term is $\int_0^\infty e^{i\omega\tau}\chi_0(i\tau)d\tau$, and the second is its complex conjugate. Thus, in general,

$$
\chi_0(i\omega)=2\int_0^\infty\left[\cos(\omega\tau)\,\mathrm{Re}\,\chi_0(i\tau)-\sin(\omega\tau)\,\mathrm{Im}\,\chi_0(i\tau)\right]d\tau .
$$

If the orbitals can be chosen real, as for a spinless Hamiltonian with time-reversal symmetry, the imaginary part vanishes:

$$
\boxed{\chi_0(i\omega)=2\int_0^\infty\cos(\omega\tau)\chi_0(i\tau)d\tau
=-2\sum_{ia}f_\omega(\Delta_{ia})\rho_{ia}\rho_{ia}^{T}},
\quad f_\omega(\Delta)=\frac{2\Delta}{\Delta^2+\omega^2}.
$$

For the complex four-site Hamiltonian at $\omega=1$ hartree, dropping the sine part changes the response matrix by 3.4% of its norm. The full transform passes a comparison with a resolvent calculation. Real orbitals are assumed from here on.

## What a time grid must achieve

Choose times $\tau_k$ and frequency-dependent weights $\gamma_k(\omega)$:

$$
\tilde\chi_0(i\omega)=\sum_{k=1}^N\gamma_k(\omega)\chi_0(i\tau_k),\qquad
\sum_k\gamma_k(\omega)e^{-\Delta\tau_k}\approx f_\omega(\Delta).
$$

A factor $\cos(\omega\tau_k)$ may be written separately, but it is absorbed in $\gamma_k$ here. The matrix problem has become a scalar fit on $E_{\min}\le\Delta\le E_{\max}$, where $E_{\min}$ is the gap and $E_{\max}$ runs from the lowest occupied to the highest empty level.

Let the relative error of the scalar fit be at most $\eta$. For any potential $v$,

$$
|v^\dagger(\tilde\chi_0-\chi_0)v|
\le2\eta\sum_{ia}f_\omega(\Delta_{ia})|\rho_{ia}^Tv|^2
=\eta\,|v^\dagger\chi_0v| .
$$

This works because every pair contributes with the same sign. For two different potentials, the Cauchy–Schwarz inequality gives

$$
|u^\dagger(\tilde\chi_0-\chi_0)v|\le\eta\sqrt{|u^\dagger\chi_0u|\,|v^\dagger\chi_0v|}.
$$

The second bound covers local-field elements, which connect different wave vectors. It does not bound their relative error if they happen to be small.

At $\omega=0$ the target is $2/\Delta$. With $x=\Delta/E_{\min}$ and $R=E_{\max}/E_{\min}$, the task is

$$
\frac1x\approx\sum_kw_ke^{-xt_k},\quad1\le x\le R,
\qquad\tau_k=\frac{t_k}{E_{\min}},\quad\gamma_k(0)=\frac{2w_k}{E_{\min}} .
$$

This is where "bandwidth over gap" enters. The relevant width is that of the whole spectrum retained, not of the valence band.

## The best grid, first with one exponential

For $N=1$ the relative error is $e(x)=1-wxe^{-xt}$. It has an interior minimum at $x=1/t$. Require equal errors at the ends and the opposite error at the minimum:

$$
1-we^{-t}=E,\qquad1-wRe^{-Rt}=E,\qquad1-\frac{w}{et}=-E .
$$

The first two conditions give $e^{-t}=Re^{-Rt}$. Adding the first and third then fixes $w$:

$$
t=\frac{\ln R}{R-1},\qquad w=\frac{2}{e^{-t}+1/(et)},\qquad
E=\frac{1/(et)-e^{-t}}{1/(et)+e^{-t}} .
$$

As $R\to1$, $t\to1$ and $E\to0$: one transition needs one time. As $R\to\infty$, $t\to0$ and $E\to1$: one exponential cannot span a wide range.

For $N$ terms, seek $2N+1$ alternating peaks of equal size. Suppose a sum has alternating errors at $2N+1$ points, the smallest having magnitude $m$. If another $N$-term sum had all errors below $m$, the difference of the two sums would alternate in sign at these points and have at least $2N$ zeros. But a nonzero combination of $M$ distinct exponentials has at most $M-1$ real zeros. To see this, divide by one exponential and differentiate: one term disappears, and by Rolle's theorem at most one zero is lost. Repeating this leaves a single exponential, which has no zero. The difference has at most $2N$ exponentials, hence at most $2N-1$ zeros, a contradiction. The best possible maximum error therefore lies between the smallest and largest alternating peaks, and equal peaks certify the optimum.

A practical algorithm is as follows.

1. Start with times uniform in $\ln t$ and improve them by least squares in $\ln t_k$ and $\ln w_k$.
2. Locate one peak $x_j$ in each interval of constant error sign.
3. With $p_l$ denoting all the $\ln t_k$ and $\ln w_k$, solve the linear equations
$$
e(x_j)+\sum_l\frac{\partial e(x_j)}{\partial p_l}\delta p_l=s_jE
$$
for the $2N$ changes $\delta p_l$ and for $E$, where $s_j$ is the sign of $e(x_j)$. The derivatives are $\partial e/\partial\ln t_k=w_kt_kx^2e^{-xt_k}$ and $\partial e/\partial\ln w_k=-w_kxe^{-xt_k}$.
4. Shorten the step until the largest error falls, and repeat from step 2.

The grids below were accepted only if their peaks, located on a dense set of $x$, agreed within 0.1%.

For $\omega>0$ the times are kept and the weights refitted by linear least squares on the relative error, sampled at 3001 values of $\Delta$ placed as Chebyshev points in $\ln\Delta$, so that they cluster at both ends of the interval. The fitted weights depend on this sampling. These weights are not claimed to be minimax; their largest error $\eta$ is measured afterwards.

## How many points are needed

Put $t=e^u$ in $1/x=\int_0^\infty e^{-xt}dt$:

$$
1=\int_{-\infty}^{\infty}g(u)\,du,\qquad g(u)=xe^ue^{-xe^u}.
$$

Replace the integral by a sum with spacing $h$. Poisson summation expresses this sum through Fourier components of $g$ at $2\pi m/h$. With $s=xe^u$, each component has magnitude

$$
\left|\int_0^\infty s^{2\pi im/h}e^{-s}ds\right|=|\Gamma(1+2\pi im/h)| .
$$

The term $m=0$ is the integral itself. As $x$ varies, the terms $m=\pm1$ produce a ripple in $\ln x$ of amplitude

$$
\epsilon(h)=2|\Gamma(1+2\pi i/h)|\approx2\sqrt{\frac{4\pi^2}{h}}\,e^{-\pi^2/h}.
$$

The last form uses $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y\approx2\pi ye^{-\pi y}$ with $y=2\pi/h$. Higher $m$ are exponentially smaller for small $h$. At $h=1.2$, direct summation gives an error of $3.075\times10^{-3}$, against $3.074\times10^{-3}$ from the Gamma function.

The sum must also be cut. Allow a third of the tolerance $\epsilon$ for the ripple and for each tail. Omitted small times contribute at most $xe^{u_0}$, so choose $Re^{u_0}=\epsilon/3$. Omitted large times contribute at most $e^{-xe^{u_1}}$, which is largest at $x=1$, so choose $e^{u_1}=\ln(3/\epsilon)$. Apart from rounding up to whole intervals and one further point to close the range,

$$
N\approx\frac{\ln R+\ln(3/\epsilon)+\ln\ln(3/\epsilon)}{h(\epsilon/3)} .
$$

The minimax grid cannot need more points than this construction. Giving the tails a smaller share brings the slope in $\ln R$ close to $1/h(\epsilon)$, apart from the small effect of the terms with $|m|\ge2$, at a cost independent of $R$. That the minimax grid actually follows this slope is a numerical finding here, not a proved lower bound.

The smallest $N$ found for a tolerance of $10^{-3}$ is:

| $R$ | relative error | absolute error |
|---:|---:|---:|
| $10$ | 4 | 3 |
| $10^2$ | 6 | 5 |
| $10^3$ | 8 | 5 |
| $10^4$ | 10 | 5 |
| $10^5$ | 13 | 5 |
| $10^6$ | 15 | 5 |

For the relative error, $h=1.048$ predicts $\ln10/h=2.20$ points per decade. From $R=10^2$ to $10^6$ this means 8.79 points; the count rises by 9. In the middle of the 15-point grid the spacing in $\ln t$ is 0.9998, while the spacing inferred from its ripple is 0.9997. The interior of this grid thus behaves like the uniform logarithmic rule. The explicitly cut rule, with the tolerance split in thirds, uses 27 points at the same $R$ and has an error of $4.3\times10^{-4}$. The split is cautious, so 27 is not the smallest number with which such a rule could meet the tolerance.

The absolute column measures the error of $1/x$ in units of its value at the gap. Its saturation can be shown directly. Find a positive-weight sum with error at most $\epsilon/2$ on $[1,2/\epsilon]$. Beyond that interval $1/x\le\epsilon/2$, and the decreasing sum is at most $\epsilon/2+\epsilon/2=\epsilon$. Their difference stays within $\epsilon$ for arbitrarily large $R$. The price is that high transitions may have a large relative error, so the operator bound above no longer follows. A claim about grid size is incomplete until the error norm is named.

## A model crystal

The example is a ring of six cells of length $a=4$ bohr, with potential $-V_0\cos(2\pi x/a)$, $V_0=0.5$ hartree, two electrons per cell and a grid spacing of 0.25 bohr. All 96 states are kept: 6 occupied and 90 empty, or 540 pairs. The gap is 0.4946 hartree (13.46 eV) and $E_{\max}=32.19$ hartree, so

$$
R=\frac{32.1922}{0.49460}\approx65.09 .
$$

The upper edge is set by the finite-difference kinetic energy. This $R$ belongs to the discretized model.

The six-point grid can be checked by hand at the gap. Its times and static weights, both in 1/hartree, give:

| $\tau_k$ | $\gamma_k(0)$ | $\gamma_k(0)e^{-E_{\min}\tau_k}$ |
|---:|---:|---:|
| 0.023483 | 0.122997 | 0.1216 |
| 0.135941 | 0.346536 | 0.3240 |
| 0.407313 | 0.801870 | 0.6556 |
| 1.043632 | 1.909190 | 1.1394 |
| 2.585548 | 4.681292 | 1.3031 |
| 6.478553 | 12.297617 | 0.4991 |

The last column sums to 4.0428, whereas $2/E_{\min}=4.0437$. The relative deficit is $2.2\times10^{-4}$, equal to the minimax error: the gap is one of the alternating peaks.

The largest relative errors over the whole interval, with refitted weights at nonzero frequency, are:

| $N$ | $\omega=0$ | $0.5$ hartree | $5$ hartree |
|---:|---:|---:|---:|
| 2 | $1.6\times10^{-1}$ | $2.2\times10^{-1}$ | $4.5\times10^{-1}$ |
| 4 | $6.3\times10^{-3}$ | $2.2\times10^{-2}$ | $1.4\times10^{-1}$ |
| 6 | $2.2\times10^{-4}$ | $2.8\times10^{-3}$ | $1.6\times10^{-2}$ |
| 8 | $7.2\times10^{-6}$ | $1.7\times10^{-4}$ | $2.0\times10^{-3}$ |

Static accuracy does not carry over unchanged to finite frequency. Refitting is nevertheless essential. With $N=8$, static weights multiplied by $\cos(\omega\tau_k)$ give an error of $1.5\times10^{-2}$ at 0.5 hartree and 49 times the target at 5 hartree. The uniform logarithmic rule shows a mechanism: its leading ripple components in $1/x$ are $\Gamma(1\pm2\pi i/h)\,x^{-1\mp2\pi i/h}$. Replacing $x$ by $x+i\omega$ (with $\omega$ in units of $E_{\min}$) multiplies the magnitude of the component with the upper signs, relative to $1/(x+i\omega)$, by $|(x+i\omega)^{-2\pi i/h}|=e^{(2\pi/h)\arctan(\omega/x)}$, which removes much of the decay of the Gamma function when $\omega\gg x$. The target is the real part $x/(x^2+\omega^2)$, smaller than $|1/(x+i\omega)|$ by the factor $x/|x+i\omega|$, so the error relative to the target can be larger again by $|x+i\omega|/x$, about 10 at the gap for 5 hartree. This argument is made for the logarithmic rule; it was not checked term by term on the minimax grid.

Let $q=2\pi/(6a)$ and $G=2\pi/a$. Projecting $\chi_0$ on plane waves and dividing by the number of cells gives the head $(q,q)$ and the local-field element $(q,q+G)$. At $\omega=0.5$ hartree the pair sum gives $-0.197558$ and $-0.391901$ per hartree; eight times give $-0.197572$ and $-0.391922$. The head differs by $7\times10^{-5}$ of its value, within the bound $\eta=1.7\times10^{-4}$. The off-diagonal element is larger in magnitude than the head: a smooth potential also induces density varying within each cell, so keeping the head alone would discard a substantial part of the response.

For comparison, take a uniform time grid with trapezoidal weights. In units of $1/E_{\min}$, the trapezoidal rule with step $s$ gives $(s/2)\coth(xs/2)\approx(1/x)[1+(xs)^2/12]$. Accuracy at $x=R$ requires $s=\sqrt{12\epsilon}/R$, and decay at $x=1$ requires $sN=\ln(1/\epsilon)$. Hence

$$
N\approx\frac{R\ln(1/\epsilon)}{\sqrt{12\epsilon}},
$$

which is 4105 points for this crystal at $\epsilon=10^{-3}$. Six minimax times already do better at $\omega=0$. The large count belongs to the fixed trapezoidal weights as well as to the uniform spacing; fitted weights on uniform times could reduce it.

The product form has its own cost. Counting one outer product per state and time, eight times need $8\times96=768$, against 540 for a pair sum at one frequency. The time route gains here when several frequencies are wanted, since the same $\chi_0(i\tau_k)$ are reused with new weights. The accuracy is not the same at each frequency: for eight times the table gives $7.2\times10^{-6}$ at $\omega=0$ but $2.0\times10^{-3}$ at 5 hartree, and higher frequencies were not examined. For larger systems, the number of pairs grows as the product of occupied and empty states, while the Green functions need only their sum.

As the gap closes, $R\to\infty$ and the relative-error grid grows without limit, though only logarithmically in the construction above. A metal at zero temperature has no $E_{\min}$ and lies outside this treatment. The numerical output follows.

## Table of computed values

```
Fock-space test of G*G, largest error: 6.3e-17
Complex H, omega=1: cosine-only relative error 0.034
Crystal: 6 cells, a=4.0 bohr, V0=0.5 hartree
Grid points 96, spacing 0.25 bohr, occupied 6
Emin (gap) = 0.49460 hartree = 13.459 eV
Emax = 32.1922 hartree; R = 65.088
Occupied-empty pairs: 540
Static density finite-difference relative error: 4.8e-07
Largest row sum of chi0(i tau): 2.5e-16 1/hartree
Minimax grid N=6: tau (1/hartree), static weight (1/hartree)
  0.023483  0.122997
  0.135941  0.346536
  0.407313  0.801870
  1.043632  1.909190
  2.585548  4.681292
  6.478553  12.297617
Relative error eta at omega = 0, 0.5, 5 hartree
  N=2: 1.617e-01  2.178e-01  4.509e-01
  N=4: 6.299e-03  2.189e-02  1.446e-01
  N=6: 2.188e-04  2.781e-03  1.633e-02
  N=8: 7.219e-06  1.699e-04  1.951e-03
Static weights times cosine, N=8, omega = 0.5, 5 hartree:
  eta = 1.452e-02, 4.912e+01
chi0 per cell (1/hartree), pair sum then N=8 grid
  omega=0.0: head -0.333636, -0.333637
    local-field (q,q+G) -0.605291, -0.605292
  omega=0.5: head -0.197558, -0.197572
    local-field (q,q+G) -0.391901, -0.391922
  omega=5.0: head -0.005292, -0.005293
    local-field (q,q+G) -0.015692, -0.015694
Trapezoid h=1.2: error 3.0750e-03, Gamma law 3.0739e-03
Tolerance 0.001: h = 1.0483, points per decade of R = 2.197
R: N and error (relative norm); N and error (absolute norm)
  1e+01: 4, 1.731e-04; 3, 7.145e-04
  1e+02: 6, 4.646e-04; 5, 2.274e-04
  1e+03: 8, 7.182e-04; 5, 6.385e-04
  1e+04: 10, 9.183e-04; 5, 6.428e-04
  1e+05: 13, 5.201e-04; 5, 6.428e-04
  1e+06: 15, 6.484e-04; 5, 6.428e-04
Growth of N, R=1e2 to 1e6: 9; law 8.79
R=1e6 log-time spacing: middle 0.9998, from ripple 0.9997
R=1e6 cut trapezoid: N=27, error 4.27e-04
Uniform grid, crystal R: N=4105, error 1.00e-03
```
